# How Cathode-Born Oxygen Ions Can Damage Sputtered Oxide Films

**Q:** I sputter a conducting oxide from a DC magnetron. The film facing the erosion track is worse than the film beside it, although the dense plasma sits close to the target, several centimetres away. The plasma potential is only a few volts above my grounded substrate. What could carry enough energy to cause damage there?

**A:** Start with positive argon ions. Those made in the bulk plasma fall from the plasma potential \(V_p\) to the substrate potential \(V_s\), gaining \(e(V_p-V_s)\), which is a few electronvolts here. The large voltage lies at the other end, at the target, and it pulls positive ions away from your film.

For a negative charge that same voltage points towards the film. An oxygen atom can leave an oxide surface carrying an extra electron, as O\(^-\). Let \(x\) be the distance from the target, \(V(x)\) the static potential and \(-e\) the ion's charge, with \(e>0\). The potential energy is \(-eV\). For an ion born at \(x_0\) with kinetic energy \(W_0\), conservation of energy up to the substrate reads

\[
W_0-eV(x_0)=E_{\rm ion}-eV_s .
\]

Adding \(eV_s\) to both sides gives

\[
E_{\rm ion}=W_0+e\,[V_s-V(x_0)] .
\]

This assumes a steady potential and no gas collisions. The magnetic force is perpendicular to the velocity, so it does no work. The shape of the potential between the end points drops out, provided that the ion gets through.

**Q:** Put voltages on it.

**A:** I take rough values for DC sputtering of Al-doped ZnO: target \(V_t=-400\) V, edge of the cathode sheath \(V_{\rm edge}=-20\) V, bulk plasma \(V_p=+5\) V, substrate \(V_s=0\). The ion leaves the target with \(W_0=4\) eV. Then

\[
E_{\rm ion}=4+[0-(-400)]=404\ \text{eV}.
\]

The budget is 4 eV from emission, 380 eV from the sheath and 25 eV from the weaker presheath field beyond it, less 5 eV lost in climbing down to the substrate potential. So the arrival energy is close to the sheath energy, and here slightly above it.

**Q:** There is oxygen throughout my chamber. Why don't negative ions made in the plasma do the same?

**A:** Because \(V(x_0)\) is different for them. At \(x_0\) in the bulk, \(V(x_0)=V_p\), and

\[
E_{\rm ion}=W_0-e(V_p-V_s)=W_0-5\ \text{eV}.
\]

A kinetic energy cannot be negative. An ion born there with 1 eV is therefore turned back by the substrate sheath. The plasma potential that sends positive ions to the film holds slow negative ions away from it.

Intermediate birthplaces give intermediate energies. Halfway along a presheath with a linear potential, \(V=-7.5\) V, and a 4 eV ion arrives with 11.5 eV. For a birth inside the cathode sheath we need the potential there.

**Q:** How do you get that potential?

**A:** Use a collisionless sheath in which argon ions carry the current density \(J\), enter with negligible speed and supply all the space charge. Let \(y\) be the distance from the sheath edge towards the target, and \(\phi=V_{\rm edge}-V\ge0\) the drop already crossed. An argon ion of mass \(M_{\rm Ar}\) has speed \(v=\sqrt{2e\phi/M_{\rm Ar}}\), so the charge density is \(\rho=J/v\). Poisson's equation, \(V''=-\rho/\varepsilon_0\), becomes

\[
\phi''=K\phi^{-1/2},\qquad
K=\frac{J}{\varepsilon_0}\sqrt{\frac{M_{\rm Ar}}{2e}} .
\]

Multiply by \(\phi'\) and integrate from the edge, where \(\phi=\phi'=0\):

\[
\tfrac12\phi'^2=2K\phi^{1/2}
\quad\Rightarrow\quad
\phi'=2\sqrt K\,\phi^{1/4}.
\]

Separate the variables and integrate again:

\[
\int_0^\phi \phi_1^{-1/4}\,d\phi_1=2\sqrt K\,y
\quad\Rightarrow\quad
\tfrac43\phi^{3/4}=2\sqrt K\,y .
\]

At the target \(y=s\) and \(\phi=V_{\rm sh}=V_{\rm edge}-V_t\). Squaring and solving for \(s^2\) gives Child's law,

\[
s^2=\frac{4}{9K}V_{\rm sh}^{3/2}
=\frac{4\varepsilon_0}{9J}\sqrt{\frac{2e}{M_{\rm Ar}}}\;V_{\rm sh}^{3/2}.
\]

Since \(\phi\propto y^{4/3}\) and \(y=s-x\),

\[
V(x)=V_{\rm edge}-V_{\rm sh}\left(1-\frac{x}{s}\right)^{4/3}.
\]

With \(J=10\) mA/cm\(^2\) and \(V_{\rm sh}=380\) V, \(s=0.80\) mm. An ion born at \(x=s/2\) starts at about \(-171\) V and reaches the film with about 175 eV. The full energy belongs to ions born at the target surface. Negligible entry speed is a simplification. If the argon ions enter with the full 25 eV of the presheath, the same equation gives \(s\approx1.1\) mm and about 144 eV for a mid-sheath birth. The 404 eV of a surface-born ion does not change.

**Q:** O\(^-\) holds its electron weakly. Won't a collision strip it before it has gained much energy?

**A:** It may be stripped, but the place matters. Let \(\sigma_d\) be the cross-section for electron detachment and \(n\) the gas density. In each length \(dx\) a fraction \(n\sigma_d\,dx\) of the surviving ions is lost, so \(dN=-n\sigma_dN\,dx\), and the fraction detached by \(x\) is \(1-e^{-n\sigma_dx}\) for constant \(\sigma_d\).

The ion has gained 90% of the sheath energy when only a tenth of the drop remains:

\[
\left(1-\frac{x_{90}}s\right)^{4/3}=0.1
\quad\Rightarrow\quad
x_{90}=s(1-0.1^{3/4})=0.66\ \text{mm}.
\]

At 4 mTorr and 300 K, \(n=p/k_BT=1.29\times10^{14}\) cm\(^{-3}\). With a rough \(\sigma_d=6\times10^{-16}\) cm\(^2\),

\[
n\sigma_dx_{90}\approx(1.29\times10^{14})(6\times10^{-16})(0.066)\approx0.005 .
\]

About 0.5% are detached before reaching 90% of the sheath energy. Over the 7 cm to the substrate the exponent is 0.54, and about 42% are detached.

**Q:** So nearly half my beam is neutral. Is that half harmless?

**A:** No. The oxygen nucleus keeps its motion. An electron leaving with the same velocity takes the fraction \(m_e/m_{\rm O}\) of the kinetic energy, 0.014 eV. Freeing it also costs the electron affinity, roughly 1.5 eV. If this happens in the bulk plasma, the atom has

\[
E_{\rm neutral}\simeq W_0+e(V_p-V_t)=4+405=409\ \text{eV},
\]

less that small cost. The neutral does not feel the last 5 V, which would have slowed an ion. For the same reason, a more negative substrate, with the other potentials held fixed, slows the remaining ions but not atoms neutralised before the substrate sheath.

**Q:** The magnetron field confines electrons. Why doesn't it confine these ions?

**A:** At equal energy the ion has far more momentum. Take the field \(B(x)\) parallel to the target, along \(y\), with the ion moving along \(x\). The transverse force is \(dp_z/dt=-ev_xB\). Since \(v_x\,dt=dx\),

\[
\Delta p_z=-e\int_0^d B(x)\,dx .
\]

For \(B=B_0e^{-x/L}\) the integral is \(B_0L(1-e^{-d/L})\). I take \(B_0=40\) mT, \(L=1.5\) cm and \(d=7\) cm. The bend at the substrate follows from

\[
\sin\alpha=\frac{eB_0L(1-e^{-d/L})}{\sqrt{2m_{\rm O}E_{\rm ion}}},
\qquad \alpha=2.9^\circ .
\]

In a uniform 40 mT field, the gyroradius \(\sqrt{2mE}/(eB)\) at 380 eV is 28 cm for O\(^-\) and 0.16 cm for an electron. To cross the whole field, a particle starting along \(x\) needs a momentum of at least \(e\int B\,dx\), since its transverse momentum cannot exceed its total momentum. Divided by \(e\), that is about \(40\ \text{mT}\times1.5\ \text{cm}=60\) mT cm. The electron has only about 6.6 mT cm and turns back; the ion has about 1100 mT cm.

**Q:** Does this explain why the damage faces the erosion track?

**A:** It supports that reading. Argon ions strike the target most heavily at the erosion track, so most of the O\(^-\) should start there. The electric field adds momentum along the target normal and leaves the emission's transverse part alone. An ion emitted at \(45^\circ\) with 4 eV has 2 eV of transverse energy, so without the magnet it arrives at

\[
\sin\beta=\sqrt{2/404}\quad\Rightarrow\quad\beta=4.0^\circ .
\]

I integrated the equations of motion numerically with both deflections in the same direction. The ion lands 7.8 mm from the point opposite its birthplace. Without gas collisions, the beam is therefore fairly narrow in this model; scattering in the gas adds a wider tail. Faster emission widens it, and an eroded groove tilts the local normal and redirects it. Your pattern is consistent with the mechanism, but does not prove it: other fluxes also vary across the substrate.

**Q:** I still expect argon to slow an atom over several centimetres.

**A:** We need the energy lost per collision. Let a projectile of mass \(m\), speed \(v\) and energy \(E\) meet an atom of mass \(M\) at rest. The centre of mass moves at \(v_c=mv/(m+M)\). In its frame the target atom has speed \(v_c\) before and after, and its velocity turns by the scattering angle \(\theta\). Two vectors of length \(v_c\) at an angle \(\theta\) differ by \(2v_c\sin(\theta/2)\), and this is the target atom's final speed in the laboratory. The energy transferred is

\[
T=\tfrac12M\left(2v_c\sin\tfrac\theta2\right)^2
=\gamma E\sin^2\tfrac\theta2,\qquad
\gamma=\frac{4mM}{(m+M)^2}.
\]

The angle depends on the impact parameter \(b\) and the interatomic energy \(U(r)\). In the relative motion, with \(E_c=EM/(m+M)\), conservation of angular momentum gives \(r^2\dot\varphi=vb\), and conservation of energy gives \(\dot r^2=v^2(1-U/E_c-b^2/r^2)\). Dividing \(\dot\varphi\) by \(\dot r\), and counting the equal inward and outward halves of the orbit,

\[
\theta=\pi-2b\int_{r_{\min}}^\infty
\frac{dr}{r^2\sqrt{1-U(r)/E_c-b^2/r^2}} ,
\]

where the root vanishes at \(r_{\min}\).

For \(U\) I use the Ziegler–Biersack–Littmark (ZBL) universal potential, a Coulomb repulsion between the nuclei reduced by a standard screening function. The integral was evaluated by Gaussian quadrature. Averaging over impact parameters gives the stopping cross-section at 409 eV,

\[
S=\int_0^\infty T(b)\,2\pi b\,db=2.01\times10^{-14}\ \text{eV cm}^2 .
\]

While the path is nearly straight and \(S\) nearly constant, the mean loss is

\[
\Delta E\simeq nSd
=(1.288\times10^{14})(2.01\times10^{-14})(7)
=18\ \text{eV}.
\]

That is about 4% of the energy.

**Q:** A mean could hide a few atoms losing nearly everything.

**A:** It does hide a spread. A single collision removing more than 10% of the energy requires \(b\) below some \(b_{10}\), found from \(\gamma\sin^2(\theta/2)=0.1\). The area \(\pi b_{10}^2\) is \(1.27\times10^{-16}\) cm\(^2\), so the chance of no such collision in 7 cm is \(e^{-0.114}=89\%\).

To include deflection and repeated collisions, I followed 40,000 oxygen atoms by Monte Carlo. Each started along the normal with 409 eV, flew random free paths and scattered by the same orbit integral, with impact parameters up to 3 Å. An atom was dropped when it fell below 10 eV or returned to the target. At 7 cm, 89% of those launched arrived with more than 90% of their energy, and the mean loss over all launched atoms, including those dropped or returned, was 19 eV. For the atoms that arrived it was about 14 eV.

**Q:** How far would I have to move the substrate?

**A:** The simulation gives these fractions of launched atoms crossing a plane with more than 50 eV:

- 7 cm: 98%
- 30 cm: 88%
- 100 cm: 44%

The planes are unlimited in width, so these are not flux densities at one spot. The last figure shows where the mean-loss formula fails. A steady 2.6 eV/cm would leave every atom with about 150 eV after 100 cm, yet more than half do not cross with even 50 eV. Large individual losses and changes of direction matter by then.

In this collision model all free paths scale as \(1/n\). For fixed starting energy, the result depends on \(n\) times distance. At fixed gas temperature, 30 cm at 4 mTorr is equivalent to 7 cm at about 17 mTorr, and 100 cm to 7 cm at about 57 mTorr. Raising the pressure can therefore protect the film, but it also slows the depositing atoms and may change the discharge voltage.

**Q:** Why did you choose 50 eV? My film also receives plenty of energy from slow argon ions.

**A:** I use 50 eV as a rough threshold for displacing an atom from its site. A displacement needs enough energy in one collision, and many small transfers do not replace it in this picture. The greatest transfer is \(\gamma E\), now with a film atom as the target:

- A 404 eV oxygen ion can give zinc 255 eV.
- A 5 eV argon ion can give zinc 4.7 eV.
- A 380 eV electron, even if it reached the film, could give oxygen 0.05 eV.

Oxygen striking oxygen has equal masses, so \(\gamma=1\) and a head-on hit can transfer everything. The 50 eV limit used above is thus the least energy for displacing oxygen. Displacing zinc at the same threshold needs \(50\times404/255\approx79\) eV.

Now suppose one fast oxygen arrives per hundred deposited atoms, and one slow argon ion per deposited atom. These ratios are assumptions. The oxygen brings \(0.01\times404=4.0\) eV per deposited atom and the argon \(1\times5=5\) eV. The energy supplied is similar, but only the first of these two fluxes can exceed the displacement threshold.

**Q:** Are there other energetic particles from the target?

**A:** Yes. An argon ion striking zinc head-on and bouncing back keeps \((1-\gamma)\times405=24\) eV. That is below the threshold, but head-on is the least a single backward collision can leave. Deflected through \(90^\circ\), the argon keeps the fraction \((M_{\rm Zn}-M_{\rm Ar})/(M_{\rm Zn}+M_{\rm Ar})\), or 98 eV, and it keeps more than 50 eV for deflections up to about \(116^\circ\). Such atoms leave at more than about \(64^\circ\) from the normal. A series of glancing collisions can also leave it with more than 24 eV.

Sputtered atoms can also leave with high energy. For a rough estimate I used a Thompson spectrum with a high-energy cut-off,

\[
f(E)\propto\frac{E}{(E+U_s)^3}
\left[1-\sqrt{\frac{E+U_s}{E_{\max}}}\right],
\]

with surface binding energy \(U_s=3\) eV and \(E_{\max}=\gamma\times405\) eV for argon on zinc. Numerical integration puts 5.5% of sputtered atoms above 50 eV and 0.27% above 200 eV. These fractions are counted at the target, and argon slows some of the atoms below 50 eV on the way to the film. In the same collision model about half of the zinc atoms above 50 eV, roughly 3% of all, still cross the 7 cm plane above 50 eV. That remains above my assumed 1% of fast oxygen, so O\(^-\) cannot be assumed to be the sole source of possible damage. Near the full cathode energy the order reverses: the oxygen sits around 400 eV, where this spectrum has ended. The spectrum assumes a well-developed, isotropic collision cascade, which is doubtful at this ion energy, so treat the percentages as indications.

**Q:** How close is this example to my machine?

**A:** A few hundred volts, a few millitorr and several centimetres are ordinary for DC sputtering of doped zinc oxide. One uncertain input is the negative-ion fraction, which depends on the target material and its surface. With the energy fixed, the fast-oxygen flux scales directly with it. Real gas is also heated near the target. Doubling its absolute temperature at fixed pressure halves \(n\), and the estimated mean loss at 7 cm falls from 18 to 9 eV. I also left out energy given to the electrons of the argon atoms. The Lindhard–Scharff formula, in which this stopping is proportional to velocity, puts it at about 3 eV over 7 cm. Neither correction changes the conclusion at 7 cm. The long-distance figures are more sensitive. Electronic loss lowers the 44% at 100 cm to about 40%. Another common screened potential, Kr–C, raises \(S\) by about 13% and lowers the 44% to about 37%.

**Q:** What if I drive the target at 13.56 MHz?

**A:** Then the potential is no longer steady and the energy formula needs changing. In the DC sheath above, the crossing time is

\[
t=\int_0^s\frac{dx}{\sqrt{2[W_x+e(V(x)-V_t)]/m_{\rm O}}}
\approx20\ \text{ns},
\]

with \(W_x=2\) eV, the part of the emission energy along the normal. The RF period is 74 ns. The voltage changes appreciably during a crossing, and ions leaving at different phases gain different energies. If the RF sheath is about as thin as this one, expect a broad spectrum in place of a narrow peak at the DC value. In a much thicker sheath the crossing lasts a period or more, so the ions respond more nearly to the average voltage and the spectrum narrows.

**Q:** What would you change first to test this explanation?

**A:** You already see less damage beside the track, so I would measure how quickly it falls. Move a small substrate sideways in steps, with voltage, pressure and target distance fixed. The erosion track is usually a closed loop, so move outwards from it; an inward shift could bring the substrate opposite another part of the track. For a flat target and the emission energy used here, a shift of a few centimetres exceeds the 7.8 mm landing offset and should remove most of the unscattered beam. If the damage fades much more slowly than that, scattered oxygen, a tilted groove or another flux becomes more likely. A second test is to lower the target voltage: the arrival energy of surface-born ions falls by one electronvolt per volt when the other potentials stay fixed. The most energetic sputtered and reflected atoms also lose energy, so less damage would not by itself single out O\(^-\). Compare films of equal thickness, because the deposition rate will change too.
